# Odd Rotational Levels and the Symmetry Factor of Oxygen-16 Molecules

## Exchange symmetry and the form of the partition function

Let $P$ exchange the two nuclei of a free $^{16}\mathrm{O}_2$ molecule. The nuclei are identical, so $P$ commutes with the Hamiltonian $H$. Two exchanges restore the original arrangement, so $P^2=1$ and the eigenvalues of $P$ are $\pm1$. The nucleus of $^{16}\mathrm{O}$ has spin zero and is a boson, which admits only states with $P=+1$. The operator $(1+P)/2$ keeps these states and removes the others. With $\beta=1/kT$, the partition function is therefore

$$
Z=\mathrm{Tr}\left[\tfrac12(1+P)e^{-\beta H}\right]=\tfrac12\,\mathrm{Tr}\,e^{-\beta H}+\tfrac12\,\mathrm{Tr}\,P e^{-\beta H}. \tag{1}
$$

The first term is half the sum over all levels, as if the nuclei were distinguishable. The second counts levels with the sign of $P$. If these signs cancel at high temperature, a factor $1/2$ remains: the symmetry factor of two. It remains to find which rotational levels have $P=+1$, and how fast the second term vanishes.

## The action of nuclear exchange

The rotational quantum number that matters is $N$, which belongs to the total angular momentum without electron spin. Let $\mathbf R=\mathbf R_1-\mathbf R_2=R\,\mathbf n$ join the nuclei, and measure electron positions $\mathbf r$ from their midpoint. In the Born–Oppenheimer approximation, a $\Sigma$ state has the form

$$
\Psi=\frac{\chi(R)}{R}\,\varphi_{\mathbf n}(\mathbf r)\,Y_{NM}(\mathbf n). \tag{2}
$$

Here $\mathbf r$ stands for all electron positions. Electron spins refer to axes fixed in space and are not written out. Exchange leaves the midpoint, the electrons and $R$ unchanged, and replaces $\mathbf n$ by $-\mathbf n$.

The phases of $\varphi_{\mathbf n}$ for different directions must be related before signs can be compared. Define $\varphi_{\mathbf n}(\mathbf r)=\varphi_z(\rho_{\mathbf n}^{-1}\mathbf r)$, where $\rho_{\mathbf n}$ is a rotation that carries $z$ to $\mathbf n$. Two such rotations differ by a rotation about $z$, which leaves a $\Sigma$ function unchanged, so the definition is unique. It also makes $\varphi_{\mathbf n}$ invariant under joint rotation of $\mathbf n$ and $\mathbf r$; all the angular momentum $N$ is then carried by $Y_{NM}$.

Let $C$ be the half-turn about $x$, $(x,y,z)\to(x,-y,-z)$. It carries $z$ to $-z$, so $\rho_{\mathbf n}C$ carries $z$ to $-\mathbf n$ and may serve as $\rho_{-\mathbf n}$. Hence

$$
\varphi_{-\mathbf n}(\mathbf r)=\varphi_z(C^{-1}\rho_{\mathbf n}^{-1}\mathbf r)=c\,\varphi_{\mathbf n}(\mathbf r),\qquad c=\pm1, \tag{3}
$$

where $c$ is the eigenvalue of the half-turn on $\varphi_z$. The half-turn is the reflection $x\to-x$ followed by inversion of all three coordinates. Thus $c$ is the product of the inversion sign ($+1$ for g, $-1$ for u) and the reflection sign in the term symbol.

The function $r^NY_{NM}$ is a homogeneous polynomial of degree $N$, so $Y_{NM}(-\mathbf n)=(-1)^NY_{NM}(\mathbf n)$. Together with (3), this gives

$$
P\Psi=c(-1)^N\Psi,\qquad c(-1)^N=+1\ \text{for spin-0 nuclei}. \tag{4}
$$

A $\Sigma$ term with $c=-1$ has odd $N$, and one with $c=+1$ has even $N$.

## The role of the triplet

The ground configuration of O$_2$ has closed shells and two electrons in the antibonding $\pi_g$ pair. The closed shells contribute $+1$ to $c$: $C$ transforms their orbitals among themselves, and the resulting determinant, $\pm1$, appears once for each spin and is squared.

The open-shell orbitals have the forms $g_x=xF$ and $g_y=yF$, where $F$ depends on the distance from the axis and on $z$. Since they are even under inversion, $F$ is odd in $z$. The half-turn then gives

$$
Cg_x=-g_x,\qquad Cg_y=+g_y. \tag{5}
$$

A triplet spin function is symmetric in the two electrons, so the Pauli principle requires the antisymmetric spatial function

$$
A=\frac{g_x(1)g_y(2)-g_y(1)g_x(2)}{\sqrt2},\qquad CA=(-1)(+1)A=-A. \tag{6}
$$

To see that $A$ is a $\Sigma$ function, rotate the orbitals by an angle $\alpha$ about the bond: $g_x'=g_x\cos\alpha+g_y\sin\alpha$ and $g_y'=-g_x\sin\alpha+g_y\cos\alpha$. The antisymmetric product is multiplied by the determinant $\cos^2\alpha+\sin^2\alpha=1$ and does not change. The reflection $x\to-x$ reverses $g_x$ alone and hence reverses $A$. The term is $^3\Sigma_g^-$, with $c=-1$, and (4) selects

$$
N=1,3,5,\ldots \tag{7}
$$

The triplet thus acts through the spatial antisymmetry that it imposes on this open shell. The singlet combination $g_xg_x+g_yg_y$ is also unchanged by rotation about the bond, but has $c=+1$ and even $N$. Nor does a triplet in general imply odd $N$: a $^3\Sigma_u^-$ term has $c=(-1)(-1)=+1$ and even $N$. Quadrature with computed orbitals gives the signs for the configurations of both triplets. For the excited configuration $\pi_u^3\pi_g^3$ one component of $^3\Delta_u$ has the same three signs, so the quadrature alone does not identify the $\Sigma$ term. The signs under half-turn, inversion and reflection are $-1,+1,-1$ for the ground term and $+1,-1,-1$ for the excited $^3\Sigma_u^-$ term.

The restriction does not apply to $J$, the angular momentum including electron spin. For $N\ge1$ the triplet gives $J=N-1,N,N+1$, so $N=1$ already contains $J=0,1,2$. The number of states is

$$
(2N-1)+(2N+1)+(2N+3)=3(2N+1), \tag{8}
$$

which is the rotational degeneracy times three for spin.

The spin–spin coupling is proportional to $(\mathbf S\cdot\mathbf n)^2-\mathbf S^2/3$. It is even in $\mathbf n$, commutes with $P$ and cannot mix odd with even $N$. Its trace over the triplet is $1+0+1-3(2/3)=0$, so its first-order contribution to the partition function vanishes. It is neglected below, which requires $kT$ to be large compared with the fine-structure splittings.

## The rotational sums

For a rigid rotor with moment of inertia $I$, the energies are $k\theta N(N+1)$, with $\theta=\hbar^2/(2Ik)$. Put $x=\theta/T$ and define

$$
q_{\rm all}=\sum_{N=0}^{\infty}(2N+1)e^{-xN(N+1)},\qquad
D=\sum_{N=0}^{\infty}(-1)^N(2N+1)e^{-xN(N+1)}. \tag{9}
$$

Since $P=-(-1)^N$ in the ground term, (1) becomes

$$
q_{\rm odd}=\tfrac12(q_{\rm all}-D). \tag{10}
$$

**The alternating sum.** Write $m=N+\tfrac12$, so that $N(N+1)=m^2-\tfrac14$ and $2N+1=2m$. The replacement $N\to-N-1$ reverses both $m$ and $(-1)^N$, leaving each term unchanged. The sum over $N\ge0$ is therefore half the sum over all integers:

$$
D=e^{x/4}\sum_{N=-\infty}^{\infty}(-1)^N m\,e^{-xm^2}. \tag{11}
$$

Apply Poisson's formula, $\sum_N f(N)=\sum_l\int f(N)e^{-2\pi i lN}dN$, with $(-1)^N=e^{i\pi N}$. The phase is $e^{iaN}=e^{-ia/2}e^{iam}$, where $a=(1-2l)\pi$ runs over all odd multiples of $\pi$. The integral follows from the Gaussian integral by differentiation with respect to $a$ and division by $i$:

$$
\int_{-\infty}^{\infty}e^{-xm^2+iam}dm=\sqrt{\frac{\pi}{x}}\,e^{-a^2/4x},\qquad
\int_{-\infty}^{\infty}m\,e^{-xm^2+iam}dm=\frac{ia}{2x}\sqrt{\frac{\pi}{x}}\,e^{-a^2/4x}. \tag{12}
$$

For $a=(2j+1)\pi$ with $j\ge0$, $e^{-ia/2}=-i(-1)^j$, and hence $i\,e^{-ia/2}a=(-1)^j(2j+1)\pi$. For $-a$ both the phase factor and $a$ change sign, so the contribution is equal. Adding the two gives

$$
D=e^{x/4}\left(\frac{\pi}{x}\right)^{3/2}\sum_{j=0}^{\infty}(-1)^j(2j+1)
\exp\left[-\frac{(2j+1)^2\pi^2}{4x}\right]. \tag{13}
$$

At high temperature the first term dominates, and $D$ vanishes as $e^{-\pi^2T/4\theta}$ times a power of $T$. The exponent has a simple meaning. The factor $P$ in the trace requires the molecule to turn by $\pi$ during the imaginary time $\beta\hbar$. At uniform angular speed this costs the action, divided by $\hbar$, of

$$
\frac1\hbar\,\frac I2\left(\frac{\pi}{\beta\hbar}\right)^2\beta\hbar=\frac{\pi^2IkT}{2\hbar^2}=\frac{\pi^2T}{4\theta}. \tag{14}
$$

**The full sum.** From (9), $q_{\rm all}=e^{x/4}\sum_{N\ge0}g(N+\tfrac12)$ with $g(m)=2me^{-xm^2}$. The midpoint form of the Euler–Maclaurin expansion is

$$
\sum_{N=0}^{\infty}g(N+\tfrac12)=\int_0^\infty g\,dm+\frac{g'(0)}{24}-\frac{7g'''(0)}{5760}+\cdots. \tag{15}
$$

Its coefficients can be checked with $g=e^{-sm}$, for which the sum is $1/[2\sinh(s/2)]=1/s-s/24+7s^3/5760-\cdots$, while $g'(0)=-s$ and $g'''(0)=-s^3$. For the rotor the integral is $1/x$, $g'(0)=2$ and $g'''(0)=-12x$. Multiplication by $e^{x/4}=1+x/4+x^2/32+\cdots$ gives

$$
\begin{aligned}
q_{\rm all}&=\left(1+\frac x4+\frac{x^2}{32}+\cdots\right)\left(\frac1x+\frac1{12}+\frac{7x}{480}+\cdots\right)\\
&=\frac1x+\left(\frac14+\frac1{12}\right)+x\left(\frac1{32}+\frac1{48}+\frac7{480}\right)+\cdots
=\frac1x+\frac13+\frac x{15}+\cdots .
\end{aligned} \tag{16}
$$

Equations (10), (13) and (16) yield the high-temperature result

$$
q_{\rm odd}\simeq\frac{q_{\rm all}}2\simeq\frac{T}{2\theta}. \tag{17}
$$

The two approximations differ in quality. Halving the full sum has an exponentially small error, whereas replacing that sum by $T/\theta$ has a relative error of about $\theta/3T$.

**The low-temperature limit.** For $x\gg1$, $q_{\rm all}\to1$ and $q_{\rm odd}\to3e^{-2x}$. Their ratio grows as $e^{2x}/3$, because the full sum contains the forbidden level $N=0$, which lies $2k\theta$ below the lowest allowed one. Counted from the lowest allowed level, the odd sum tends to 3, the degeneracy of $N=1$. This limit belongs to the rotor model: in real O$_2$ the fine structure cannot be neglected at such temperatures, and the lowest level is the single state $N=1$, $J=0$. No constant symmetry factor describes this regime.

## Consequences for oxidation thermodynamics

Let $E_0$ be the molecular energy including vibrational zero-point energy, at the $N=0$ reference. For an ideal gas of molecules of mass $M$, each with partition function $V\zeta$ measured from $E_0$, $\mu_{\mathrm O_2}-E_0=-kT\ln(V\zeta/n)$, where $n$ is the number of molecules. With $V/n=kT/p$ and $\mu_{\rm O}=\mu_{\mathrm O_2}/2$,

$$
\Delta\mu_{\rm O}\equiv\mu_{\rm O}-\frac{E_0}2=-\frac{kT}{2}\ln\left[
\left(\frac{2\pi MkT}{h^2}\right)^{3/2}\frac{kT}{p}\;3\,q_{\rm odd}\,q_{\rm vib}\right]. \tag{18}
$$

The factor 3 is the spin degeneracy, and $q_{\rm vib}=1/(1-e^{-\theta_v/T})$ for a harmonic vibration of temperature $\theta_v$. Replacing $q_{\rm all}$ by $q_{\rm all}/2$ raises the chemical potential per atom by

$$
\delta\mu_{\rm O}=\tfrac12kT\ln2. \tag{19}
$$

The rotational free energy per molecule, $F=-kT\ln q$, rises by $kT\ln2$. Hence the entropy $S=-\partial F/\partial T$ falls by $k\ln2$, and the energy $U=F+TS$ is unchanged, apart from the exponentially small terms in $D$.

Suppose that a metal and its oxide fix $\mu_{\rm O}$. Solving (18) for the equilibrium pressure gives

$$
p=kT\left(\frac{2\pi MkT}{h^2}\right)^{3/2}3\,q_{\rm odd}\,q_{\rm vib}\;
\exp\left[\frac{2\mu_{\rm O}-E_0}{kT}\right]. \tag{20}
$$

The pressure is proportional to the rotational sum. Admitting all $N$ would double it, at any temperature where (17) holds.

The energy reference also needs care. In the rotor model without fine structure, the lowest allowed level lies $2k\theta$ above $E_0$, and a chemical potential counted from that level is smaller than (18) by $k\theta$ per atom. In real O$_2$ the spin–spin coupling is comparable to $2k\theta$ and lowers the component $N=1$, $J=0$ to about 0.35 K above $E_0$ in temperature units, so the shift to the true ground level is about ten times smaller.

## Worked example: the O$_2$ molecule

A PBE/def2-SVP energy curve gives a bond length of 1.2136 Å and a harmonic wavenumber of 1611 cm$^{-1}$, or $\theta_v=2318$ K. With reduced mass $15.9949/2$ u, the moment of inertia is $1.956\times10^{-46}$ kg m$^2$, and $\theta=\hbar^2/(2Ik)=2.059$ K. This is a small-basis model; anharmonicity, centrifugal stretching, fine structure and excited electronic terms are omitted. The digits quoted below let the arithmetic be followed and are finer than the model's accuracy for the real gas.

At 10 K, $x=0.2059$ and the leading term of (13) is

$$
D\simeq1.053\times59.6\times6.25\times10^{-6}=3.9\times10^{-4}. \tag{21}
$$

Division by $q_{\rm all}=5.204$ gives $7.5\times10^{-5}$. From (10), $q_{\rm all}/q_{\rm odd}=2/(1-D/q_{\rm all})=2.00015$, in agreement with the direct sums. At 1 K the ratio is 21.5. Fine-structure splittings are roughly a few kelvin, so these low-temperature values describe the rotor model and not the real gas. At 300 K, $D/q_{\rm all}$ is about $10^{-154}$. The classical value $T/2\theta=72.85$ still lies 0.23% below $q_{\rm odd}=73.01$, as the correction $\theta/3T$ requires.

At 298.15 K and 1 bar, the entropy contributions in J/(mol K) are

$$
S=152.08+43.92+0.03+9.13=205.16, \tag{22}
$$

for translation, rotation, vibration and electron spin. Allowing all $N$ would give 210.92, an excess of $R\ln2=5.76$ J/(mol K).

At 1000 K and 1 bar, the translational factor in (18) has the logarithm 18.816. The logarithms of 3, $q_{\rm odd}=242.99$ and $q_{\rm vib}$ are 1.099, 5.493 and 0.104. With $kT/2=0.04309$ eV,

$$
\Delta\mu_{\rm O}=-0.04309\,(18.816+1.099+5.493+0.104)\ \mathrm{eV}=-1.099\ \mathrm{eV}. \tag{23}
$$

With all $N$ it would be $-1.129$ eV; the difference is the 0.030 eV of (19). The reference shift of the rotor model, $k\theta=0.18$ meV per atom, is much smaller; with fine structure it is only about 0.015 meV. The result is also insensitive to the bond length: a 1% change alters $\theta$ by about 2% and $\Delta\mu_{\rm O}$ by about 0.9 meV at this temperature.

The molecule $^{16}\mathrm O^{18}\mathrm O$ provides a contrasting case. Its nuclei are distinguishable, so the projection in (1) is absent and all $N$ occur. At 300 K its rotational sum is 2.118 times that of $^{16}\mathrm O_2$. The larger reduced mass accounts for a factor 1.059, and the missing exchange restriction for the factor two. The product $2\times1.05896=2.11792$ slightly exceeds the computed 2.11765 because the constant $1/3$ in (16) does not scale with the mass. The remaining values are in the numerical output below.

## Computed values

```
Signs: half-turn, inversion, reflection (ROHF/def2-SVP, r = 1.21 angstrom)
  triplet Sigma_g^- ground term : -1.0000 +1.0000 -1.0000
  triplet Sigma_u^- excited term: +1.0000 -1.0000 -1.0000
Half-turn sign of pi_g x, pi_g y orbital: -1.0000 +1.0000
Half-turn sign of xx, yy, xy products: +1.0000 +1.0000 -1.0000
Allowed rotor levels E/(k theta), M=0: 2.000 12.000 29.998
Allowed rotor levels E/(k theta), M=1: 2.000 12.000 29.998
Allowed rotor levels E/(k theta), M=2: 12.000 29.999 55.996
Mass of 16O, 18O (input): 15.9949 17.9992 u
PBE/def2-SVP bond length: 1.2136 angstrom
PBE/def2-SVP harmonic wavenumber: 1611.1 cm^-1
Rotational temperature theta: 2.0591 K
Vibrational temperature: 2318.1 K
Lowest allowed level 2 k theta: 0.3549 meV per O2
  the same per O atom: 0.1774 meV
T (K), q_all, q_odd, q_all/q_odd, T/(2 theta)
       1    1.04884    0.04882  21.48370985    0.24282
       2    1.39311    0.38273   3.63991188    0.48565
       5    2.79144    1.36653   2.04272803    1.21412
      10    5.20410    2.60185   2.00015073    2.42823
      20   10.05327    5.02663   2.00000000    4.85647
     300  146.02778   73.01389   2.00000000   72.84699
    1000  485.98010  242.99005   2.00000000  242.82332
log10 of D/q_all at 300 K: -154.3
Rotational S/k at 300 K, all N and odd N: 5.981508 5.288361
  difference: 0.693147; ln 2: 0.693147
Rotational U/(kT) at 300 K, all N and odd N: 0.997711 0.997711
Entropy of O2 at 298.15 K, 1 bar, in J/(mol K):
  translation 152.075, rotation 43.918
  vibration 0.031, electron spin 9.134
  sum of parts 205.158, from -dmu/dT 205.158
  with all N wrongly allowed 210.922
mu_O at 1000 K, 1 bar, odd N: -1.09919 eV
mu_O at 1000 K, 1 bar, all N: -1.12905 eV
(1/2) kT ln 2 at 1000 K: 0.02987 eV
Pressure ratio, all N / odd N, at equal mu_O: 2.000000
q(16O18O)/q(16O2) at 300 K: 2.11765
  reduced-mass ratio: 1.05896
```
